# Dispersion energy from density fitting and a Laplace-transformed denominator

## What scaling and symmetry fix

A second-order energy is a squared coupling divided by an excitation energy. For dispersion between monomers A and B, each coupling joins one transition on A to one on B, and the denominator is a sum $x=d^A+d^B$ of two transition energies. The sum prevents the expression from splitting into an A factor and a B factor. An exponential of a sum does split, so we look for a form built from $e^{-d^At}e^{-d^Bt}$. Since $xt$ must be dimensionless, $t$ is an inverse energy.

Suppose each transition is described by a vector $\mathbf b$ in an orthonormalised auxiliary space, with coupling $\mathbf b^A\!\cdot\mathbf b^B$. Squared couplings are quadratic in each vector, so each monomer enters through a symmetric matrix $X(t)$ made of products $b_Pb_Q$. The energy cannot depend on the orientation of the auxiliary axes. The invariants linear in both $X^A$ and $X^B$ are $\mathrm{Tr}[X^AX^B]$ and $\mathrm{Tr}X^A\,\mathrm{Tr}X^B$. The second survives even when all A vectors are orthogonal to all B vectors, where the coupling vanishes, so it is excluded. Couplings are energies, hence $\mathrm{Tr}[X^AX^B]$ is an energy squared and one integration over $t$ makes it an energy:

$$E\propto\int_0^\infty dt\;\mathrm{Tr}[X^A(t)X^B(t)].$$

Scaling also says something about the quadrature. If all transition energies are multiplied by $\lambda$, dividing nodes and weights by $\lambda$ leaves the relative error of $1/x$ unchanged. The number of nodes needed for a given relative accuracy therefore depends on the ratio $x_{\max}/x_{\min}$, not on the energy scale.

## A tiny example by hand

Let each monomer have two transitions, with energies $\alpha_1,\alpha_2$ on A and $\beta_1,\beta_2$ on B. Take one auxiliary function, so that the couplings are products $a_ib_j$. With the prefactor $-4$ derived below,

$$E=-4\left[\frac{a_1^2b_1^2}{\alpha_1+\beta_1}+\frac{a_1^2b_2^2}{\alpha_1+\beta_2}+\frac{a_2^2b_1^2}{\alpha_2+\beta_1}+\frac{a_2^2b_2^2}{\alpha_2+\beta_2}\right].$$

For $x>0$ we have $1/x=\int_0^\infty e^{-xt}dt$. Inserting this in each fraction gives four exponentials, which are the four terms of a product:

$$E=-4\int_0^\infty dt\,\left(a_1^2e^{-\alpha_1t}+a_2^2e^{-\alpha_2t}\right)\left(b_1^2e^{-\beta_1t}+b_2^2e^{-\beta_2t}\right).$$

The double sum has become a product of single sums at each $t$.

With two auxiliary functions the coupling of one pair is $a^1b^1+a^2b^2$, where superscripts label the functions. Its square is

$$(a^1)^2(b^1)^2+(a^2)^2(b^2)^2+2(a^1a^2)(b^1b^2).$$

The cross term needs the off-diagonal product $a^1a^2$ of A and $b^1b^2$ of B. With matrices $X^A_{PQ}=a^Pa^Q$ and $X^B_{PQ}=b^Pb^Q$, the three terms are $\sum_{PQ}X^A_{PQ}X^B_{PQ}$, which is $\mathrm{Tr}[X^AX^B]$ because the matrices are symmetric.

## The general energy

Both monomers are closed-shell, with real canonical Hartree–Fock orbitals. Occupied and virtual orbitals are $a,r$ on A and $b,s$ on B. Hartree atomic units are used. The zeroth-order Hamiltonian is the sum of the monomer Fock operators, and no antisymmetry is imposed between the monomers. In the dispersion term both monomers are excited, so one-electron parts of the interaction drop out and the electron repulsion leaves

$$(ar|bs)=\iint \frac{a(1)r(1)\,b(2)s(2)}{r_{12}}\,d1\,d2 .$$

The excitation on A can carry either spin, and so can that on B. These four combinations have the same integral and the same denominator. Therefore

$$E^{(20)}_{\rm disp}=-4\sum_{ar,bs}\frac{(ar|bs)^2}{d_{ar}+d_{bs}},\qquad d_{ar}=\varepsilon_r-\varepsilon_a,\quad d_{bs}=\varepsilon_s-\varepsilon_b .$$

The factor can be checked where dispersion dominates the correlation part of the interaction. For two Be atoms 20 bohr apart in the 6-31G basis, this sum gives $-3.1125\times10^{-6}\,E_h$, and the MP2 correlation energy of the pair minus that of two atoms gives the same $-3.1125\times10^{-6}\,E_h$ once the orbital gradients are converged to $10^{-9}$; looser convergence can disturb the last digit. The agreement tests the prefactor only. The value itself depends strongly on the basis, and the sum is $-4.15\times10^{-6}\,E_h$ in cc-pVTZ.

The superscript 20 means second order in the interaction and zeroth order in intramonomer correlation. Exchange-dispersion is a separate term and is not included.

### Density fitting

Approximate the product $ar$ by $\widetilde{ar}=\sum_Pc_PP$ and minimise the Coulomb self-repulsion of the residual $\delta_{ar}=ar-\widetilde{ar}$. Setting the derivative with respect to $c_P$ to zero gives

$$(P|\delta_{ar})=0\quad\Rightarrow\quad\sum_QJ_{PQ}c_Q=(P|ar),\qquad J_{PQ}=(P|Q).$$

For linearly independent auxiliary functions $J$ is positive definite and has a Cholesky factorisation $J=LL^T$. Define $B_{ar}^P=\sum_Q(L^{-1})_{PQ}(Q|ar)$. Since $J^{-1}=L^{-T}L^{-1}$,

$$(\widetilde{ar}|\widetilde{bs})=\sum_{PQ}(ar|P)(J^{-1})_{PQ}(Q|bs)=\sum_PB_{ar}^PB_{bs}^P .$$

To find the error, write each product as fit plus residual. The two mixed terms vanish because residuals are Coulomb-orthogonal to every auxiliary function:

$$(ar|bs)-(\widetilde{ar}|\widetilde{bs})=(\delta_{ar}|\delta_{bs}),\qquad |(\delta_{ar}|\delta_{bs})|\le\sqrt{(\delta_{ar}|\delta_{ar})(\delta_{bs}|\delta_{bs})}.$$

The inequality is Cauchy–Schwarz. The integral error is thus bounded by a product of two residual norms: it is second order in the residuals, not first. Not every residual is small. For monomer A of the water dimer below, the residual norm relative to the Coulomb norm of $ar$ has median about 0.035 and maximum about 0.46.

### Laplace transform

From here $K_{ar,bs}$ denotes the fitted integral. Replace $1/x$ by $\sum_kw_ke^{-xt_k}$ and write out the square:

$$E\approx-4\sum_kw_k\sum_{PQ}\left[\sum_{ar}B_{ar}^PB_{ar}^Qe^{-d_{ar}t_k}\right]\left[\sum_{bs}B_{bs}^PB_{bs}^Qe^{-d_{bs}t_k}\right].$$

The brackets are $X^A_{PQ}(t_k)$ and $X^B_{PQ}(t_k)$, so

$$\boxed{E\approx-4\sum_kw_k\,\mathrm{Tr}[X^A(t_k)X^B(t_k)]}$$

Physically, $2X^A(t)$ is the imaginary-time correlation function of the density fluctuations of A in this uncoupled model; the 2 counts spins. Dispersion is the overlap of the fluctuations of A with those of B, integrated over imaginary time.

For any vector $v$, $v^TXv=\sum_{ar}(v\cdot B_{ar})^2e^{-d_{ar}t}\ge0$, so both matrices are positive semidefinite. Then $\mathrm{Tr}[X^AX^B]=\mathrm{Tr}[(X^A)^{1/2}X^B(X^A)^{1/2}]\ge0$. With positive weights no node gives a positive energy, and there is no cancellation between nodes.

## From the error of $1/x$ to the error of the energy

Let $\eta(x)=x\sum_kw_ke^{-xt_k}-1$ be the relative error of the rule. The approximate denominator is $(1+\eta)/x$. With the fitted direct sum $E_{\rm DF}=-4\sum K^2/x$,

$$\frac{E-E_{\rm DF}}{E_{\rm DF}}=\sum_{ar,bs}p_{ar,bs}\,\eta(x_{ar,bs}),\qquad p_{ar,bs}=\frac{K_{ar,bs}^2/x_{ar,bs}}{\sum K^2/x}.$$

The $p$ are nonnegative and sum to one. The relative energy error is a weighted average of $\eta$, hence no larger than $\max|\eta|$ on $[x_{\min},x_{\max}]$. In the tiny example this is an average over four denominators. The bound concerns quadrature at fixed fitted integrals; it does not cover the fitting error.

## A rule with a provable error

### The infinite grid

Scaling of $x$ becomes translation if $t=e^u$. Since $dt=e^udu$,

$$1=x\int_0^\infty e^{-xt}dt=\int_{-\infty}^{\infty}g(\ln x+u)\,du,\qquad g(y)=e^{y-e^y}.$$

Use equally spaced points $u_k=u_0+kh$. The nodes are $t_k=e^{u_k}$ and the weights $w_k=ht_k$. With $c=\ln x+u_0$, the sum $h\sum_kg(c+kh)$ is periodic in $c$ with period $h$. Its Fourier coefficient at $\omega_m=2\pi m/h$ is

$$\frac1h\int_0^hdc\,e^{-i\omega_mc}\,h\sum_kg(c+kh)=\int_{-\infty}^{\infty}g(y)e^{-i\omega_my}dy,$$

because $e^{i\omega_mkh}=1$ lets the shifted intervals join into the whole line. Setting $s=e^y$ turns $g\,dy$ into $e^{-s}ds$, and the coefficient is $\int_0^\infty s^{-i\omega_m}e^{-s}ds=\Gamma(1-i\omega_m)$. The $m=0$ term is the wanted 1, and the rest is the error:

$$\eta_\infty(x)=\sum_{m\ne0}\Gamma(1-i\omega_m)\,e^{i\omega_m(\ln x+u_0)} .$$

Its size follows from the reflection formula:

$$|\Gamma(1+i\omega)|^2=i\omega\,\Gamma(i\omega)\Gamma(1-i\omega)=\frac{i\pi\omega}{\sin(i\pi\omega)}=\frac{\pi\omega}{\sinh\pi\omega}.$$

Terms $\pm m$ have equal modulus, so

$$|\eta_\infty|\le2\sum_{m\ge1}\sqrt{\frac{\pi\omega_m}{\sinh\pi\omega_m}}\simeq\frac{4\pi}{\sqrt h}\,e^{-\pi^2/h}\quad(\text{small }h).$$

The last form keeps $m=1$, with $\pi\omega_1=2\pi^2/h$ and $\sinh z\simeq e^z/2$. This aliasing error oscillates in $\ln x$, and its bound does not depend on $x$.

### The upper end

Drop all nodes above $t_{\rm top}$. For $y>0$, $g'(y)=g(y)(1-e^y)<0$, so each dropped term $hg(y_j)$ is at most the integral of $g$ over the preceding interval. If $x_{\min}t_{\rm top}\ge1$, the relative loss is at most

$$\int_{\ln(xt_{\rm top})}^\infty g(y)\,dy=e^{-xt_{\rm top}}\le e^{-x_{\min}t_{\rm top}} .$$

### The lower end

Let $t_0$ be the lowest node kept and $q=e^h$. Below it lie $t_j=t_0q^{-j}$, $j\ge1$, with weights $ht_j$. Dropping them would cost up to $xh\sum_jt_j=xht_0/(q-1)$, which is linear in $t_0$. Instead, replace them by one node $\tau$ of weight $W$ with the same total weight and first moment:

$$W=\frac{ht_0}{q-1},\qquad W\tau=\frac{ht_0^2}{q^2-1}\;\Rightarrow\;\tau=\frac{t_0}{q+1}.$$

Taylor's theorem about $\tau$ gives

$$e^{-xt}=e^{-x\tau}[1-x(t-\tau)]+\tfrac12x^2e^{-x\xi}(t-\tau)^2,\qquad 0<e^{-x\xi}\le1.$$

On summing over the tail, the constant term reproduces the merged node and the linear term vanishes. The loss is nonnegative and, after multiplication by $x$, at most

$$\frac{x^3}{2}\left[h\sum_jt_j^3-W\tau^2\right]=\frac{x^3ht_0^3}{2}\left[\frac1{q^3-1}-\frac1{(q-1)(q+1)^2}\right].$$

Using $q^3-1=(q-1)(q^2+q+1)$, the numerator over the common denominator is $(q+1)^2-(q^2+q+1)=q$. Hence

$$\text{relative loss}\le\frac{(x_{\max}t_0)^3\,hq}{2(q^3-1)(q+1)^2}.$$

The loss is now cubic in $t_0$, so the grid can stop earlier.

### The recipe

For a target $\varepsilon<1$, give $\varepsilon/3$ to each error.

1. Solve for $h$ by setting the aliasing bound to $\varepsilon/3$.
2. Set $t_{\rm top}=\ln(3/\varepsilon)/x_{\min}$.
3. Step down by factors $e^{-h}$ until $t_0\le t_{\rm low}$, where
$$t_{\rm low}=\frac1{x_{\max}}\left[\frac{2\varepsilon(q^3-1)(q+1)^2}{3hq}\right]^{1/3}.$$
4. Append the merged node $(\tau,W)$.
5. At each node build $X^A$ and $X^B$, and accumulate the trace.

The node count is $n=2+\max\{0,\lceil\ln(t_{\rm top}/t_{\rm low})/h\rceil\}$. At fixed $\varepsilon$ it grows logarithmically with $x_{\max}/x_{\min}$. Since $x_{\min}$ is the sum of the smallest gaps of A and B, it stays positive, and the count bounded, if only one gap closes. If both close so that $x_{\min}\to0$, the count diverges, and at $x=0$ the Laplace integral itself does not exist. A negative denominator is also outside the method.

## A water dimer

The geometry is a chosen one: OH 0.96 Å, HOH angle 104.5°, O–O distance 3.0 Å. One OH bond of A points along the O–O axis towards B, the HOH bisector of B lies on that axis with its hydrogens pointing away from A, and the two molecular planes are perpendicular. All electrons are included. Each monomer is treated in the aug-cc-pVDZ basis of the whole dimer, with aug-cc-pVDZ-RI for fitting. There are 5 occupied and 77 virtual orbitals per monomer, hence $5\times77=385$ transitions, and 236 auxiliary functions. The denominators run from 1.0760 to 108.29 $E_h$, a ratio of about 101.

Take $\varepsilon=10^{-4}$. The aliasing condition gives $h=0.76056$, so $q=2.1395$. The largest node is

$$t_{\rm top}=\frac{\ln(3\times10^4)}{1.0760}=\frac{10.309}{1.0760}=9.581\,E_h^{-1}.$$

The lower condition gives $t_{\rm low}=1.41\times10^{-3}\,E_h^{-1}$. Then $\ln(t_{\rm top}/t_{\rm low})/h\approx11.6$, which rounds up to 12, and $n=14$. The lowest ordinary node is $t_0=1.0417\times10^{-3}\,E_h^{-1}$, and the merged node has

$$\tau=\frac{1.0417\times10^{-3}}{3.1395}=3.318\times10^{-4}\,E_h^{-1},\qquad W=\frac{0.76056\times1.0417\times10^{-3}}{1.1395}=6.953\times10^{-4}\,E_h^{-1}.$$

The largest contribution, $-0.681$ m$E_h$, comes from $t=0.457\,E_h^{-1}$. The merged node gives $-0.00569$ m$E_h$, a fraction $2\times10^{-3}$ of the total. Omitting it would make the energy error about twenty times $\varepsilon$, and $\max|\eta|$ about 700 times $\varepsilon$.

The three levels of evaluation are:

- four-index sum without fitting: $-2.697461$ m$E_h$;
- fitted direct sum: $-2.697350$ m$E_h$;
- fitted Laplace sum: $-2.697346$ m$E_h$, or $-7.082$ kJ/mol.

These digits compare algorithms within one model; they do not measure its physical accuracy. Nor are they converged in the basis: aug-cc-pVTZ gives about $-3.07$ m$E_h$ ($-8.06$ kJ/mol), 14% larger in magnitude, with a denominator ratio of 162 and 15 nodes at $\varepsilon=10^{-4}$. Relative to the unfitted sum, fitting changes the energy by $-4.1\times10^{-5}$, where the minus sign means a smaller magnitude. Relative to the fitted sum, quadrature changes it by $-1.6\times10^{-6}$. A tighter $\varepsilon$ would not reduce the larger of these two errors.

| $\varepsilon$ | nodes | nodes without merging | $\max\lvert\eta\rvert$ | energy error |
|---|---|---|---|---|
| $10^{-2}$ | 8 | 11 | $3.5\times10^{-3}$ | $-8.9\times10^{-4}$ |
| $10^{-4}$ | 14 | 24 | $4.5\times10^{-5}$ | $-1.6\times10^{-6}$ |
| $10^{-6}$ | 22 | 41 | $4.8\times10^{-7}$ | $1.6\times10^{-8}$ |
| $10^{-8}$ | 32 | 63 | $3.6\times10^{-9}$ | $2.7\times10^{-10}$ |

Both error columns are relative; $\max|\eta|$ is sampled on a fine grid of $x$.

### Why the energy beats the uniform bound

Average the $m=\pm1$ terms of $\eta_\infty$ with the weights $p$. They are complex conjugates, so

$$\sum p\,\eta_\infty\simeq2\,\mathrm{Re}\left[\Gamma(1-i\omega_1)e^{i\omega_1u_0}\sum p\,x^{i\omega_1}\right].$$

The denominators carry different phases $\omega_1\ln x$ and partly cancel. At $\varepsilon=10^{-4}$, $|\sum p\,x^{i\omega_1}|=0.0743$. The aliasing bound $3.33\times10^{-5}$ shrinks to $2.5\times10^{-6}$, and the remaining phase gives $-1.641\times10^{-6}$. This accounts for nearly all of the observed error, so the two truncations hardly affect this energy. The cancellation depends on the system; the guarantee remains $\varepsilon$.

## When the rearrangement pays

Write $M_A$ and $M_B$ for the numbers of transitions. Forming all fitted integrals takes $N_{\rm aux}M_AM_B$ multiplications. Building the $X$ matrices takes $nN_{\rm aux}^2(M_A+M_B)$. Since $M$ grows as the square of system size and $N_{\rm aux}$ linearly, these are fifth and fourth powers of size at fixed $n$.

For the water dimer the counts are

$$236\times385^2=3.50\times10^7,\qquad14\times236^2\times770=6.00\times10^8.$$

With this 14-node rule the Laplace form is 17 times more expensive here. If both monomers grow by a factor $m$ at the same basis quality and with the same $n$, the ratio falls as $1/m$, so the counts cross near $m\approx17$. The rule above is chosen for its provable bound, not for the fewest nodes. Numerically optimised nodes and weights reach $\max|\eta|\approx2\times10^{-5}$ on the same interval with 8 terms, and just meet $\varepsilon=10^{-4}$ with 7, which lowers both the ratio and the crossover to about 10 and 9 respectively. Actual timings also depend on memory traffic and on the use of the symmetry of $X$, which these counts ignore.

The numerical check below tests the prefactor, the fitting bound, each part of the quadrature error and the final energies against direct sums.

## Computed values

```
Be...Be distance: 20.0 bohr (6-31G)
Be...Be dispersion sum:   -3.112519e-06 Eh
Be...Be MP2 interaction:  -3.112558e-06 Eh
Water: OH 0.96 A, HOH 104.5 deg, O-O 3.0 A
Orbital basis functions: 82, auxiliary functions: 236
Occupied per monomer: 5, virtual: 77
Occupied-virtual pairs: A 385, B 385
x_min = 1.07600 Eh, x_max = 108.2909 Eh
x_max/x_min = 100.642
Energy-weighted mean denominator: 3.0357 Eh
E four-index, no fitting: -2.69746096 mEh
E fitted, direct sum:     -2.69735031 mEh
Relative fitting error: -4.102e-05
Largest integral fitting error: 2.093e-05 Eh
Largest Cauchy-Schwarz bound:   3.582e-04 Eh
Rule for eps = 1e-4: step h = 0.76056; last node is merged tail
  k   t (1/Eh)      w (1/Eh)      contribution (mEh)
  1   9.580788e+00  7.286723e+00  -0.00000076
  2   4.478124e+00  3.405863e+00  -0.00136403
  3   2.093105e+00  1.591923e+00  -0.06209640
  4   9.783310e-01  7.440752e-01  -0.36828619
  5   4.572784e-01  3.477857e-01  -0.68107664
  6   2.137349e-01  1.625573e-01  -0.65485818
  7   9.990113e-02  7.598037e-02  -0.44094483
  8   4.669445e-02  3.551373e-02  -0.24664759
  9   2.182529e-02  1.659935e-02  -0.12572425
 10   1.020129e-02  7.758647e-03  -0.06124126
 11   4.768149e-03  3.626443e-03  -0.02918801
 12   2.228664e-03  1.695023e-03  -0.01376817
 13   1.041692e-03  7.922651e-04  -0.00646301
 14   3.318058e-04  6.952959e-04  -0.00568656
E Laplace, eps = 1e-4:    -2.69734589 mEh
E Laplace, eps = 1e-4:    -7.08188 kJ/mol
  eps     h        nodes  nodes(plain)  max|eta|   energy rel. error
 1e-02  1.21266     8      11        3.456e-03  -8.939e-04
 1e-04  0.76056    14      24        4.537e-05  -1.642e-06
 1e-06  0.55640    22      41        4.829e-07  1.598e-08
 1e-08  0.43940    32      63        3.648e-09  2.694e-10
Aliasing bound at eps = 1e-4: 3.3333e-05
Averaging factor |sum p x^(i omega)|: 0.0743
Aliasing error of energy, summed:    -1.6413e-06
Aliasing error of energy, predicted: -1.6413e-06
Multiplications, direct fitted sum: 3.4981e+07
Multiplications, Laplace eps=1e-4:  6.0040e+08
Cost ratio Laplace/direct: 17.16
```
